# Wegscheider's condition and false circulating flux in boron-interstitial cluster models: test program

```python
"""
Result under test: boron-interstitial clusters in silicon react in a closed loop
    B2I + I <-> B2I2,  B2I2 + BI <-> B3I3,  B2I + BI <-> B3I2,  B3I2 + I <-> B3I3.
With K = forward/reverse rate constant and W = K3 K4 / (K5 K6), a closed system has
a steady state free of net flux only if W = 1 (Wegscheider's condition).  Otherwise
a flux J with the sign of ln W circulates for ever, and
    J = ln W / sum(1/L),   L = logarithmic mean of the two one-way fluxes of a link.
Symbols: c concentrations (cm^-3), kf forward rate constants (cm^3/s), K equilibrium
constants (cm^3), E binding energies (eV), S stoichiometric matrix.
All material parameters are rough round values for a post-implant anneal.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e                      # eV/K
T0 = 850.0 + 273.15                         # K
KT = KB * T0                                # eV
SITES = 5e22                                # lattice sites, cm^-3
RADIUS = 0.5e-7                             # capture radius, cm
D_I, D_BI = 5e-7, 1e-7                      # diffusivities, cm^2/s
B_TOTAL, I_TOTAL = 1e19, 1e18               # cm^-3
CAP_I = 4 * np.pi * RADIUS * D_I
CAP_BI = 4 * np.pi * RADIUS * D_BI

CONTENT = {"B": (1, 0), "I": (0, 1), "BI": (1, 1), "B2I": (2, 1), "B2I2": (2, 2),
           "B3I2": (3, 2), "B3I3": (3, 3), "B3I": (3, 1)}
REACTIONS = [("B", "I", "BI"), ("BI", "B", "B2I"), ("B2I", "I", "B2I2"),
             ("B2I2", "BI", "B3I3"), ("B2I", "BI", "B3I2"), ("B3I2", "I", "B3I3")]
NAMES = ["B", "I", "BI", "B2I", "B2I2", "B3I2", "B3I3"]


class Network:
    """Reversible reactions of the form first + second <-> product."""

    def __init__(self, names, reactions):
        self.names = names
        self.a, self.b, self.p = (np.array([names.index(x[j]) for x in reactions])
                                  for j in range(3))
        self.S = np.zeros((len(names), len(reactions)))
        for i in range(len(reactions)):
            self.S[self.a[i], i] -= 1
            self.S[self.b[i], i] -= 1
            self.S[self.p[i], i] += 1
        self.content = np.array([CONTENT[x] for x in names], float).T

    def one_way(self, kf, K, c):
        return kf * c[self.a] * c[self.b], kf / K * c[self.p]

    def flux_jacobian(self, kf, K, c):
        jac = np.zeros((len(kf), len(c)))
        i = np.arange(len(kf))
        jac[i, self.a] += kf * c[self.b]
        jac[i, self.b] += kf * c[self.a]
        jac[i, self.p] -= kf / K
        return jac


def relax(net, kf, K, start, t_end=1e4, hold_interstitial=False):
    """Integrate the rate equations in time."""
    S = net.S.copy()
    if hold_interstitial:
        S[net.names.index("I")] = 0.0

    def rhs(t, c):
        f, r = net.one_way(kf, K, c)
        return S @ (f - r)

    sol = solve_ivp(rhs, (0, t_end), start, method="Radau", rtol=1e-8, atol=1e4,
                    jac=lambda t, c: S @ net.flux_jacobian(kf, K, c))
    assert sol.success
    return sol.y[:, -1]


def polish(net, kf, K, guess, totals):
    """Newton solution of the species balances and the two conservation laws."""
    u = np.log(guess)
    rows = [i for i, x in enumerate(net.names) if x not in ("B", "I")]
    for _ in range(50):
        c = np.exp(u)
        f, r = net.one_way(kf, K, c)
        gross = (np.abs(net.S) @ (f + r))[rows]
        residual = np.concatenate([(net.S @ (f - r))[rows] / gross,
                                   net.content @ c / totals - 1])
        jac = np.vstack([(net.S @ net.flux_jacobian(kf, K, c) * c)[rows]
                         / gross[:, None], net.content * c / totals[:, None]])
        u = u - np.clip(np.linalg.solve(jac, residual), -1, 1)
    assert np.max(np.abs(residual)) < 1e-11
    return np.exp(u)


def steady(net, kf, K, start):
    return polish(net, kf, K, relax(net, kf, K, start), net.content @ start)


def constants_from(E, kT=KT):
    return np.exp(np.asarray(E) / kT) / SITES


def cluster_energies(net, E, sigma):
    """Weighted least-squares total binding energies; free B and I have zero."""
    design = net.S.T[:, 2:]
    g = np.linalg.lstsq(design / sigma[:, None], E / sigma, rcond=None)[0]
    return np.concatenate([[0.0, 0.0], g]), design @ g


def equilibrium(net, G):
    """Mass-action equilibrium from cluster energies alone, no rates used."""
    nB, nI = net.content

    def conc(lnB, lnI):
        s = np.log(SITES)
        return np.exp(s + nB * (lnB - s) + nI * (lnI - s) + G / KT)

    def boron(lnI):
        return brentq(lambda x: nB @ conc(x, lnI) / B_TOTAL - 1, 0,
                      np.log(B_TOTAL), xtol=1e-13)

    lnI = brentq(lambda y: nI @ conc(boron(y), y) / I_TOTAL - 1, 0,
                 np.log(I_TOTAL), xtol=1e-13)
    return conc(boron(lnI), lnI)


net = Network(NAMES, REACTIONS)
kf = np.array([CAP_I, CAP_BI, CAP_I, CAP_BI, CAP_BI, CAP_I])
E_fit = np.array([0.8, 2.0, 2.2, 2.3, 2.2, 2.1])
E_closed = E_fit.copy()
E_closed[3] = E_fit[4] + E_fit[5] - E_fit[2]
free_start = np.array([B_TOTAL, I_TOTAL, 0, 0, 0, 0, 0], float)

# The steady-flux space is found from the stoichiometry itself.
null = sp.Matrix(net.S.astype(int).tolist()).nullspace()
assert len(null) == 1
loop = np.array([float(x) for x in null[0]])
loop = loop / loop[3]
links = np.flatnonzero(loop)
assert np.array_equal(loop, [0, 0, 1, 1, -1, -1])

# Steady state of the unclosed set, reached from three different starts.
K_fit, K_closed = constants_from(E_fit), constants_from(E_closed)
lnW = loop @ np.log(K_fit)
starts = [free_start]
for name in ("B2I2", "B3I3"):
    s = np.zeros(7)
    k = NAMES.index(name)
    s[k] = I_TOTAL / CONTENT[name][1]
    s[0] = B_TOTAL - CONTENT[name][0] * s[k]
    starts.append(s)
c_fit = steady(net, kf, K_fit, free_start)
for s in starts:
    assert np.allclose(relax(net, kf, K_fit, s), c_fit, rtol=1e-4, atol=0)
f, r = net.one_way(kf, K_fit, c_fit)
v = f - r
J = v[3]
assert J > 0 and np.max(np.abs(v - J * loop)) < 1e-6 * J

# Flux law, its bounds and the apparent dissipation.
along = np.where(loop > 0, f, r)[links]
against = np.where(loop > 0, r, f)[links]
log_mean = (along - against) / np.log(along / against)
J_law = lnW / np.sum(1 / log_mean)
J_low, J_high = lnW / np.sum(1 / against), lnW / np.sum(1 / along)
assert abs(J_law / J - 1) < 1e-6 and J_low < J < J_high
assert abs(v @ np.log(f / r) / (J * lnW) - 1) < 1e-6

# Closed set: kinetics must reach the separately computed equilibrium.
G_closed, E_check = cluster_energies(net, E_closed, np.ones(6))
assert np.allclose(E_check, E_closed, atol=1e-12)
c_eq = equilibrium(net, G_closed)
c_closed = steady(net, kf, K_closed, free_start)
assert np.allclose(c_closed, c_eq, rtol=1e-7, atol=0)
f_eq, r_eq = net.one_way(kf, K_closed, c_closed)
rest = np.max(np.abs(f_eq - r_eq) / (f_eq + r_eq))
assert rest < 1e-9
f1, r1 = net.one_way(kf, K_closed, relax(net, kf, K_closed, free_start, 1.0))
transient = (f1 - r1)[3]
assert abs(transient) > 1e-3 * (f1 + r1)[3]

# Small mismatch: flux predicted from equilibrium one-way fluxes only.
tiny = 2e-4                                  # eV
E_tiny = E_closed.copy()
E_tiny[3] += tiny
K_tiny = constants_from(E_tiny)
c_tiny = steady(net, kf, K_tiny, free_start)
ft, rt = net.one_way(kf, K_tiny, c_tiny)
J_tiny = (ft - rt)[3]
J_linear = tiny / KT / np.sum(1 / net.one_way(kf, K_closed, c_eq)[1][links])
assert abs(J_tiny / J_linear - 1) < 0.01     # remainder is of the order of ln W

# Opposite mismatch reverses the circulation.
E_opposite = E_closed.copy()
E_opposite[3] -= E_fit[3] - E_closed[3]
K_opp = constants_from(E_opposite)
fo, ro = net.one_way(kf, K_opp, steady(net, kf, K_opp, free_start))
J_opposite = (fo - ro)[3]
assert J_opposite < 0

# Faster capture at unchanged K: matters only when the loop is not closed.
kf_fast = kf.copy()
kf_fast[3] *= 10
c_fast = steady(net, kf_fast, K_fit, free_start)
shift_fit = c_fast / c_fit - 1
shift_closed = steady(net, kf_fast, K_closed, free_start) / c_closed - 1
assert np.max(np.abs(shift_fit)) > 0.01 and np.max(np.abs(shift_closed)) < 1e-8

# A prefactor tuned to close the loop at one temperature fails at others.
drift = []
for celsius in (750.0, 950.0):
    K_T = constants_from(E_fit, KB * (celsius + 273.15))
    K_T[3] *= np.exp(-lnW)
    fT, rT = net.one_way(kf, K_T, steady(net, kf, K_T, free_start))
    lnW_T = loop @ np.log(K_T)
    assert np.sign((fT - rT)[3]) == np.sign(lnW_T) and abs(lnW_T) > 0.05
    drift.append((celsius, np.exp(lnW_T), (fT - rT)[3]))

# Free interstitials held constant by a surface: the false flux remains.
assert np.linalg.matrix_rank(np.delete(net.S, 1, axis=0)) == 5
held = c_fit.copy()
held[1] *= 0.5
c_held = relax(net, kf, K_fit, held, hold_interstitial=True)
fh, rh = net.one_way(kf, K_fit, c_held)
J_held = (fh - rh)[3]
assert J_held > 0 and np.max(np.abs(fh - rh - J_held * loop)) < 1e-3 * J_held

# Repair of the fitted energies, checked against a fit of cluster energies.
sigma = np.array([0.10, 0.10, 0.05, 0.20, 0.10, 0.10])
gap = loop @ E_fit
E_repaired = E_fit - loop * sigma**2 * gap / np.sum((loop * sigma)**2)
G_rep, E_lsq = cluster_energies(net, E_fit, sigma)
assert np.allclose(E_repaired, E_lsq, atol=1e-10)
c_rep = steady(net, kf, constants_from(E_repaired), free_start)
assert np.allclose(c_rep, equilibrium(net, G_rep), rtol=1e-7, atol=0)

# Sizes of neglected effects.
band_mass, band_gap = 1.1, 0.83              # rough, electron masses and eV
N_band = 2e-6 * (2 * np.pi * band_mass * const.m_e * const.k * T0
                 / const.h**2)**1.5
n_i = N_band * np.exp(-band_gap / (2 * KT))
holes = c_fit[0] / 2 + np.sqrt(c_fit[0]**2 / 4 + n_i**2)
K_holes = K_fit.copy()
K_holes[:2] *= holes / n_i                   # one hole taken up per ionized B bound
fp, rp = net.one_way(kf, K_holes, steady(net, kf, K_holes, free_start))
J_holes = (fp - rp)[3]
big = Network(NAMES + ["B3I"], REACTIONS + [("B3I", "I", "B3I2")])
E_branch = 2.2                               # rough, eV
kf_big = np.append(kf, CAP_I)
K_big = np.append(K_fit, constants_from(E_branch))
c_big = steady(big, kf_big, K_big, np.append(free_start, 0.0))
fb, rb = big.one_way(kf_big, K_big, c_big)
J_big = (fb - rb)[3]
assert J_big > 0 and abs((fb - rb)[6]) < 1e-6 * J_big
depth = 50e-7                                # cm
t_loss = depth**2 * I_TOTAL / (D_I * c_fit[1] + D_BI * c_fit[2])
clusters = np.sum(c_fit[3:])

print(f"temperature {T0 - 273.15:.0f} C, kT = {KT:.5f} eV")
print(f"total boron {B_TOTAL:.1e}, interstitials {I_TOTAL:.1e} cm^-3")
print(f"site density {SITES:.1e} cm^-3, capture radius {RADIUS*1e7:.1f} nm")
print(f"diffusivity of I {D_I:.1e}, of BI {D_BI:.1e} cm^2/s")
print(f"capture constant by I {CAP_I:.3e}, by BI {CAP_BI:.3e} cm^3/s")
print("fitted binding energies R1..R6 (eV):", np.round(E_fit, 3))
print(f"closed-set energy of R4 = {E_closed[3]:.2f} eV")
print("loop vector R1..R6:", loop.astype(int))
print(f"closure error {gap:.3f} eV, ln W = {lnW:.4f}, W = {np.exp(lnW):.3f}")
print("steady concentrations (cm^-3): fitted set, closed set")
for name, x, y in zip(NAMES, c_fit, c_closed):
    print(f"  {name:5s} {x:.4e}  {y:.4e}")
print("fitted set, one-way fluxes along/against loop (cm^-3 s^-1)")
for i, x, y in zip(links, along, against):
    print(f"  R{i+1}  {x:.4e}  {y:.4e}")
print(f"circulating flux J = {J:.4e} cm^-3 s^-1")
print(f"J from logarithmic-mean law = {J_law:.4e} cm^-3 s^-1")
print(f"bounds on J: {J_low:.4e} to {J_high:.4e} cm^-3 s^-1")
print(f"clusters/J = {clusters/J:.2f} s; B2I2/J = {c_fit[4]/J:.2f} s")
print(f"passages per cluster in 60 s = {60*J/clusters:.2f}")
print(f"apparent dissipation = {J*lnW*KT*const.e*1e3:.3e} mW/cm^3")
print(f"active boron: fitted {100*c_fit[0]/B_TOTAL:.3f} %, "
      f"closed {100*c_closed[0]/B_TOTAL:.3f} %")
print(f"closed set: largest net/gross flux at rest = {rest:.1e}")
print(f"closed set: net R4 flux at 1 s = {transient:.3e} cm^-3 s^-1")
print(f"mismatch {tiny*1e3:.1f} meV: J = {J_tiny:.4e}, "
      f"linear law {J_linear:.4e} cm^-3 s^-1")
print(f"opposite mismatch: J = {J_opposite:.4e} cm^-3 s^-1")
print(f"R4 ten times faster: B2I2 shifts {100*shift_fit[4]:.2f} %, "
      f"B3I3 {100*shift_fit[6]:.2f} %")
print(f"same, closed set: largest shift {100*np.max(np.abs(shift_closed)):.1e} %")
for celsius, W_T, J_T in drift:
    print(f"tuned at 850 C, used at {celsius:.0f} C: W = {W_T:.4f}, "
          f"J = {J_T:.2e} cm^-3 s^-1")
print(f"I held at {c_held[1]:.3e} cm^-3: J = {J_held:.3e} cm^-3 s^-1")
print("assumed uncertainties R3..R6 (eV):", sigma[2:])
print("repaired energies R3..R6 (eV):", np.round(E_repaired[2:], 4))
print(f"rough band mass {band_mass:.1f} m_e, gap {band_gap:.2f} eV, "
      f"n_i = {n_i:.2e} cm^-3")
print(f"holes/n_i = {holes/n_i:.2f}; kT ln(holes/n_i) = "
      f"{KT*np.log(holes/n_i):.3f} eV")
print(f"hole factors in R1, R2: J changes by factor {J_holes/J:.3f}")
print(f"degeneracy: holes/(2^1.5 N_v) = {100*holes/(2**1.5*N_band):.2f} %")
print(f"B3I added ({E_branch:.1f} eV): B3I = {c_big[7]:.2e} cm^-3, "
      f"J factor {J_big/J:.3f}")
print(f"surface at {depth*1e7:.0f} nm: interstitial loss time {t_loss:.1f} s")
print("finished without a failed check")
```

Running it gives:

```
temperature 850 C, kT = 0.09679 eV
total boron 1.0e+19, interstitials 1.0e+18 cm^-3
site density 5.0e+22 cm^-3, capture radius 0.5 nm
diffusivity of I 5.0e-07, of BI 1.0e-07 cm^2/s
capture constant by I 3.142e-13, by BI 6.283e-14 cm^3/s
fitted binding energies R1..R6 (eV): [0.8 2.  2.2 2.3 2.2 2.1]
closed-set energy of R4 = 2.10 eV
loop vector R1..R6: [ 0  0  1  1 -1 -1]
closure error 0.200 eV, ln W = 2.0664, W = 7.897
steady concentrations (cm^-3): fitted set, closed set
  B     8.5220e+18  8.5290e+18
  I     3.1556e+12  3.3248e+12
  BI    2.0912e+12  2.2052e+12
  B2I   3.3599e+17  3.5460e+17
  B2I2  1.5037e+17  1.7552e+17
  B3I2  1.4202e+17  1.1642e+17
  B3I3  2.6407e+16  2.0507e+16
fitted set, one-way fluxes along/against loop (cm^-3 s^-1)
  R3  3.3309e+17  3.1730e+17
  R4  1.9757e+16  3.9660e+15
  R5  5.9939e+16  4.4148e+16
  R6  1.5659e+17  1.4080e+17
circulating flux J = 1.5791e+16 cm^-3 s^-1
J from logarithmic-mean law = 1.5791e+16 cm^-3 s^-1
bounds on J: 7.2494e+15 to 2.6946e+16 cm^-3 s^-1
clusters/J = 41.47 s; B2I2/J = 9.52 s
passages per cluster in 60 s = 1.45
apparent dissipation = 5.060e-01 mW/cm^3
active boron: fitted 85.220 %, closed 85.290 %
closed set: largest net/gross flux at rest = 2.8e-15
closed set: net R4 flux at 1 s = 1.216e+16 cm^-3 s^-1
mismatch 0.2 meV: J = 2.8530e+13, linear law 2.8543e+13 cm^-3 s^-1
opposite mismatch: J = -3.2283e+16 cm^-3 s^-1
R4 ten times faster: B2I2 shifts -36.69 %, B3I3 44.34 %
same, closed set: largest shift 7.1e-13 %
tuned at 850 C, used at 750 C: W = 1.2238, J = 2.76e+14 cm^-3 s^-1
tuned at 850 C, used at 950 C: W = 0.8446, J = -1.34e+16 cm^-3 s^-1
I held at 1.578e+12 cm^-3: J = 2.759e+15 cm^-3 s^-1
assumed uncertainties R3..R6 (eV): [0.05 0.2  0.1  0.1 ]
repaired energies R3..R6 (eV): [2.192 2.172 2.232 2.132]
rough band mass 1.1 m_e, gap 0.83 eV, n_i = 2.88e+18 cm^-3
holes/n_i = 3.26; kT ln(holes/n_i) = 0.115 eV
hole factors in R1, R2: J changes by factor 0.223
degeneracy: holes/(2^1.5 N_v) = 1.59 %
B3I added (2.2 eV): B3I = 2.36e+17 cm^-3, J factor 0.671
surface at 50 nm: interstitial loss time 14.0 s
finished without a failed check
```
